# Energy of strongly orthogonal core and valence groups

A frozen-core calculation needs a rule for what the core passes on to the valence electrons. Without one, two errors are easy to program. The first is to add the energy of the valence group in the field of the core to the energy of the core in the field of the valence group. This counts the repulsion between the groups twice, which in the beryllium calculation below is an error of 1.90 hartree. The second is to use the density-matrix formula for the interaction with valence orbitals that overlap the core. The formula then loses its basis. It fails already for a single-determinant core, and for a correlated core the true energy also comes to depend on details of the core's pair function, which the formula cannot see.

The rule derived here holds for one antisymmetrized product of a core function and a valence function, each of which may be fully correlated internally. Hartree atomic units are used.

## Functions, density matrices and the constraint

Let $x=(\mathbf r,\sigma)$ denote position and spin, and let $\int dx$ include the spin sum. The Hamiltonian is

$$H=\sum_{i=1}^{N}h(i)+\sum_{i<j}g(i,j),\qquad g(i,j)=\frac1{r_{ij}},$$

where $h$ contains the kinetic energy and the full nuclear attraction. The core function $\Phi_C$ has $N_C$ electrons and the valence function $\Phi_V$ has $N_V$, with $N=N_C+N_V$. Both are normalized and antisymmetric. For either group $G$, the one-particle density matrix is

$$\gamma_G(x,x')=N_G\int dX\,\Phi_G(x,X)\Phi_G^*(x',X).$$

Here $X$ stands for the other $N_G-1$ coordinates. The trace of $\gamma_G$ is $N_G$, and its diagonal $\rho_G(x)=\gamma_G(x,x)$ is the density.

Strong orthogonality means that

$$S(X,Y)=\int dx\,\Phi_C^*(x,X)\Phi_V(x,Y)=0\quad\text{for all }X,Y.$$

Integration over one shared coordinate must give zero whatever the values of the others. To turn this into a condition that a program can impose, insert the definitions of the density matrices into the trace of their product:

$$\begin{aligned}
\mathrm{Tr}(\gamma_C\gamma_V)
&=\iint dx\,dx'\,\gamma_C(x,x')\gamma_V(x',x)\\
&=N_CN_V\iint dX\,dY\left[\int dx'\,\Phi_C^*(x',X)\Phi_V(x',Y)\right]\\
&\qquad\times\left[\int dx\,\Phi_C(x,X)\Phi_V^*(x,Y)\right]\\
&=N_CN_V\iint dX\,dY\,|S(X,Y)|^2 .
\end{aligned}$$

The second bracket is the complex conjugate of the first. Now expand each density matrix in its natural spin orbitals, $\gamma_C=\sum_i n_i|c_i\rangle\langle c_i|$ and $\gamma_V=\sum_j m_j|v_j\rangle\langle v_j|$, with positive occupations only. Then

$$\mathrm{Tr}(\gamma_C\gamma_V)=\sum_{ij}n_im_j|\langle c_i|v_j\rangle|^2 .$$

Every term is nonnegative, so the trace vanishes if and only if every occupied $c_i$ is orthogonal to every occupied $v_j$. Strong orthogonality is therefore equivalent to $\gamma_C\gamma_V=0$. Weakly occupied correlating orbitals count as much as the main ones. In practice, one divides an orthonormal orbital set into two disjoint subsets and builds each group in its own subset.

## The antisymmetrized product

Let $A$ be a choice of $N_C$ electron labels for the core, and $\bar A$ the remaining labels. There are $B=N!/(N_C!N_V!)$ choices. Define

$$\Psi=B^{-1/2}\sum_A\varepsilon_A\,\Phi_C(A)\Phi_V(\bar A),$$

where $\varepsilon_A$ is the parity of the arrangement $(A,\bar A)$ relative to $(1,\ldots,N)$. Reordering labels inside a group changes the parity and the group function by the same sign, so each term is independent of that order. Exchanging two electron labels maps the set of terms onto itself and reverses the sign of each, so $\Psi$ is antisymmetric.

Two different choices $A\ne A'$ give orthogonal terms. Some electron belongs to the core in one term and to the valence group in the other, and integration over its coordinate gives $S$ or $S^*$, hence zero. Each of the $B$ terms has unit norm, so $\langle\Psi|\Psi\rangle=1$.

Let $P=\Phi_C(1,\ldots,N_C)\Phi_V(N_C+1,\ldots,N)$ be the term in standard order. Expanding the bra gives

$$\langle\Psi|H|\Psi\rangle=B^{-1/2}\sum_A\varepsilon_A\langle\Phi_C(A)\Phi_V(\bar A)|H|\Psi\rangle .$$

In each term, rename the integration variables so that the bra becomes $P$. The Hamiltonian is unchanged by this, and $\Psi$ acquires a factor $\varepsilon_A$. Since $\varepsilon_A^2=1$, all $B$ terms are equal, and

$$E=B^{1/2}\langle P|H|\Psi\rangle
=\sum_A\varepsilon_A\langle P|H|\Phi_C(A)\Phi_V(\bar A)\rangle .$$

The last step expands the ket, whose prefactor $B^{-1/2}$ cancels $B^{1/2}$.

## Which exchanges survive

Classify the choices $A$ by the number $k$ of core electrons of $P$ that have changed places with valence electrons. For given $k$, there are $2k$ exchanged coordinates. Each appears in $\Phi_C^*$ and $\Phi_V$, or in $\Phi_V^*$ and $\Phi_C$. If the operator does not act on such a coordinate, integrating over it first gives zero by strong orthogonality.

An operator must therefore act on all $2k$ exchanged coordinates to contribute. A one-electron operator can do so only for $k=0$. A two-electron operator can do so for $k=0$, or for $k=1$ when it acts on the exchanged pair itself. All terms with $k\ge2$ vanish.

**No exchange.** For $k=0$ the ket is $P$ with sign $+1$. The operators that act within one group give

$$E_G=\left\langle\Phi_G\left|\sum_{i\in G}h(i)+\sum_{i<j\in G}g(i,j)\right|\Phi_G\right\rangle,\qquad G=C,V.$$

There remain $N_CN_V$ repulsions between a core and a valence electron. They are equal by antisymmetry within the groups. Each one, with the other coordinates integrated out, is

$$\iint dx_1dx_2\,\frac{\rho_C(x_1)}{N_C}\frac{\rho_V(x_2)}{N_V}\,g(1,2).$$

Their sum is the Coulomb term

$$J=\iint dx_1dx_2\,\frac{\rho_C(x_1)\rho_V(x_2)}{r_{12}} .$$

**One exchange.** For $k=1$ there are $N_CN_V$ choices of the exchanged pair, again all equal. Call the core coordinate $x_1$ and the valence coordinate $x_2$, and place each first in its group function; the signs from this reordering occur in both bra and ket and cancel. One transposition gives the ket the sign $-1$, so one choice contributes

$$\begin{aligned}
&-\int dx_1dx_2dXdY\,\Phi_C^*(x_1,X)\Phi_V^*(x_2,Y)\,g(1,2)\\
&\qquad\qquad\times\Phi_C(x_2,X)\Phi_V(x_1,Y)\\
&=-\frac1{N_CN_V}\iint dx_1dx_2\,
\frac{\gamma_C(x_2,x_1)\gamma_V(x_1,x_2)}{r_{12}} .
\end{aligned}$$

Multiplication by $N_CN_V$ gives $-K$, with

$$K=\iint dx_1dx_2\,\frac{\gamma_C(x_2,x_1)\gamma_V(x_1,x_2)}{r_{12}} .$$

The energy of the group product is therefore

$$\boxed{E=E_C+E_V+J-K.}$$

For the Coulomb repulsion $K$ cannot be negative. In natural spin orbitals it is a sum, with weights $n_im_j$, of the integrals $\iint f_{ij}(x_1)f_{ij}^*(x_2)/r_{12}$, where $f_{ij}=c_i^*v_j$. Summing over spin turns each into the self-repulsion of a charge distribution, which is nonnegative because the Fourier transform $4\pi/q^2$ of $1/r$ is positive.

The numerical check tests the classification on a random complex model with two core and three valence electrons. The terms with $k=0$ sum to $-6.913$ and those with $k=1$ to $3.403$, in model energy units, while those with $k=2$ vanish to rounding. Here $K=-3.403$ is negative because the random interaction is not a Coulomb repulsion; the formula itself does not need that property.

## What "only" means

The interaction $J-K$ depends on the groups through $\gamma_C$ and $\gamma_V$ alone, and it is linear in each. The constraint that links the groups, $\gamma_C\gamma_V=0$, also involves these matrices alone. The internal energies need more: $E_C$ and $E_V$ contain the pair density of their own group.

Three assumptions set the range of the result.

- The Hamiltonian has no three-body terms. A three-body operator acting on two core electrons and one valence electron would contribute already at $k=0$, and would bring in the core pair density.
- The wave function is one product. In a sum of products, cross terms contain transition density matrices between different states of a group. Coupling two open-shell groups to a definite total spin generally requires such a sum.
- The groups have fixed electron numbers and are strongly orthogonal.

A single product contains no correlation between the groups beyond exchange: electrons of the same spin in different groups still avoid each other through antisymmetry, which is the origin of $K$. Given the state of each group, the electrons of one respond to the average field and exchange of the other, not to its instantaneous positions.

## The frozen-core valence problem

Define two operators from the core density matrix:

$$(J_C\varphi)(x_1)=\left[\int dx_2\frac{\rho_C(x_2)}{r_{12}}\right]\varphi(x_1),$$

$$(K_C\varphi)(x_1)=\int dx_2\frac{\gamma_C(x_1,x_2)}{r_{12}}\varphi(x_2).$$

For any one-electron operator $u$, antisymmetry gives $\langle\Phi_V|\sum_iu(i)|\Phi_V\rangle=\mathrm{Tr}(u\gamma_V)$. With $u=J_C$ this trace is $J$. With $u=K_C$ it is $\iint\gamma_C(x_1,x_2)\gamma_V(x_2,x_1)/r_{12}$, which is $K$ after the names of the two variables are exchanged. Hence

$$E=E_C+\varepsilon_V,\qquad
\varepsilon_V=\langle\Phi_V|H_V^{\rm eff}|\Phi_V\rangle,$$

$$H_V^{\rm eff}=\sum_{i\in V}\bigl[h(i)+J_C(i)-K_C(i)\bigr]+\sum_{i<j\in V}g(i,j).$$

With $\Phi_C$ fixed, $E_C$ is a constant. The allowed valence functions form a linear space, namely the antisymmetric functions built from orbitals orthogonal to the occupied core space. The variational principle then makes the best $\Phi_V$ the lowest eigenfunction of $H_V^{\rm eff}$ projected onto that space.

The projection cannot be dropped. Take a closed-shell Hartree-Fock core and one valence electron. Then $h+J_C-K_C$ is the Fock operator of the core, and the core orbitals are among its eigenfunctions. An unrestricted search for the lowest state would put the valence electron into an orbital that is already full. An effective core potential has to replace both ingredients: the field of the core and the exclusion from its space.

If the core is to relax, the same construction with the labels exchanged gives $\varepsilon_C=E_C+J-K$. Since $\varepsilon_V=E_V+J-K$, the total is

$$E=\varepsilon_C+\varepsilon_V-(J-K),$$

where the subtraction removes the double counting described at the start. Optimizing the groups in turn within fixed orbital spaces cannot raise $E$, because each step minimizes it with the other group held fixed.

## Matrix formulas for a program

In an orthonormal spin-orbital basis $\chi_p$, write $\gamma(x,x')=\sum_{rp}\gamma_{rp}\chi_r(x)\chi_p^*(x')$ and

$$\langle pq|g|rs\rangle=\iint dx_1dx_2\,\chi_p^*(x_1)\chi_q^*(x_2)\,g(1,2)\,\chi_r(x_1)\chi_s(x_2).$$

Matching the orbital belonging to each coordinate gives

$$J=\sum_{pqrs}\langle pq|g|rs\rangle\gamma^C_{rp}\gamma^V_{sq},\qquad
K=\sum_{pqrs}\langle pq|g|rs\rangle\gamma^C_{sp}\gamma^V_{rq}.$$

There is no factor $\tfrac12$, since each pair of one core and one valence electron occurs once.

For a singlet core, invariance under spin rotations makes $\gamma_C$ proportional to the unit matrix in spin, so $\gamma_C(\mathbf r\sigma,\mathbf r'\sigma')=\tfrac12D(\mathbf r,\mathbf r')\delta_{\sigma\sigma'}$, where $D$ is the spin-summed matrix. The Coulomb term sums over both core spins and keeps the full $D$. Exchange reaches only the core spin equal to that of the valence electron and keeps half. With real spatial orbitals and $(pq|rs)=\iint\phi_p\phi_q(\mathbf r_1)\,\phi_r\phi_s(\mathbf r_2)/r_{12}$, the matrix to add to $h_{pq}$ is

$$w_{pq}=\sum_{rs}D_{rs}\left[(pq|rs)-\tfrac12(pr|sq)\right].$$

The data to keep from the core are the number $E_C$, the matrix $w$ and the orbitals spanning the core space. The core pair density is no longer needed once $E_C$ has been computed.

## Beryllium

The example is the nonrelativistic beryllium atom with a point nucleus, in an uncontracted Gaussian basis of eight s and three p shells, 17 spatial orbitals in all. The basis is small, so the energies illustrate the formula and are not converged values for the atom: in a basis of eleven s, five p and one d shell, with the orbitals divided by the same rule, $\varepsilon_V$ falls by about 2.5 millihartree (0.07 eV) and $J-K$ rises by about 11 millihartree. Hartree-Fock orbitals are divided once: 1s and the virtual orbitals above 2 hartree form the core space (9 orbitals), and 2s and the remaining virtuals form the valence space (8 orbitals). Each group is a singlet pair, obtained by full diagonalization in its space.

First the core is frozen as the lowest pair of Be$^{2+}$ in the core space, with $E_C=-13.634020$ hartree. The valence pair in its field has $\varepsilon_V=-1.004598$ hartree, so the total is $-14.638618$ hartree. Optimizing both groups in turn then gives, in hartree,

$$\begin{aligned}
E_C&=-13.633996, & E_V&=-2.904438,\\
J&=1.949323, & K&=0.049530 .
\end{aligned}$$

The interaction is $J-K=1.899793$ hartree, and

$$E=-13.633996-2.904438+1.899793=-14.638641\ \text{hartree}.$$

The program also builds the four-electron function explicitly and applies the full Hamiltonian to it; the energy agrees. The valence energy is now $\varepsilon_V=-2.904438+1.899793=-1.004645$ hartree, or $-27.34$ eV.

Relaxing the core changes little here. It raises $E_C$ by 24 microhartree and lowers $\varepsilon_V$ by 47, a net gain of about 24 microhartree before the terms are rounded. The valence energy in the field of the uncorrelated Hartree-Fock 1s core is $-1.004615$ hartree, 30 microhartree above the value in the optimized core. These microhartree figures depend on the division of the orbitals: moving the dividing energy between 0.5 and 12 hartree moves the net gain between about 5 and 24 microhartree, and the difference for the Hartree-Fock core between about $-4$ and $30$. In this example, then, core correlation and relaxation hardly alter the field felt by the valence pair.

In the same basis the Hartree-Fock energy is $-14.565777$ hartree and the full configuration-interaction energy is $-14.646295$ hartree. The group product recovers 72.9 of the 80.5 millihartree between them. This share depends on the division: dividing at 0.5, 3 or 12 hartree instead of 2 gives 67.7, 67.2 or 50.2 millihartree. The missing 7.7 millihartree combine correlation between the groups with the effect of the fixed division of the orbitals; the calculation does not separate the two.

## Same density matrix, different core

The claim about density matrices can be tested by changing the core pair density while keeping $\gamma_C$. The spatial part of a real singlet pair function has the natural expansion

$$\Phi(\mathbf r_1,\mathbf r_2)=\sum_i a_iu_i(\mathbf r_1)u_i(\mathbf r_2),\qquad
D(\mathbf r,\mathbf r')=2\sum_i a_i^2u_i(\mathbf r)u_i(\mathbf r').$$

The density matrix does not depend on the signs of the $a_i$, but the pair's energy does:

$$E_C=2\sum_i a_i^2h_{ii}+\sum_{ij}a_ia_j(u_iu_j|u_iu_j).$$

In the optimized core the leading amplitude has magnitude 0.9994 and the next 0.0220. Reversing the signs of all amplitudes except the leading one raises $E_C$ from $-13.633996$ to $-13.516654$ hartree, a change of 117 millihartree. The interaction, obtained from the explicit four-electron energy by subtracting $E_C$ and $E_V$, stays at 1.89979285 hartree in both cases.

The same comparison shows what strong orthogonality does. Rotate the leading valence natural orbital by 0.5 rad towards the second core natural orbital, and divide the four-electron energy by $\langle\Psi|\Psi\rangle$, which is no longer one. The relative sign of these two orbitals is arbitrary and the numbers depend on it; those that follow are for the sign the diagonalization returned in the program. The difference $E-E_C-E_V$ is then 2.455146 hartree for the original core and 2.443914 hartree for the sign-reversed one. The two cores still have the same $\gamma_C$, yet the results differ by 11.2 millihartree, so no formula in $\gamma_C$ and $\gamma_V$ alone can reproduce both. With the opposite relative sign the two values are 3.553685 and 3.531731 hartree, 22.0 millihartree apart, and the conclusion is the same.

The trace $\mathrm{Tr}(\gamma_C\gamma_V)$ in this case is only $2.0\times10^{-4}$. The program does not evaluate $J-K$ for this case, but any single value must miss one of the two results by at least half their difference, 5.6 millihartree for the first choice of sign. The trace is a poor measure of such an error because it weights each overlap by the core occupation, which is quadratic in the small amplitudes. The difference between the two cores contains the terms odd in those amplitudes, which can begin at first order. To confirm strong orthogonality, an implementation should check the overlaps between the orbitals spanning the two spaces, without occupation weights, and require them to vanish to numerical precision. This tests the condition and does not measure the error: for one choice of sign, the same 0.5 rad rotation makes $J-K$ miss by about 1.9 hartree when it is towards the leading core natural orbital, and by less than a microhartree when it is towards the most weakly occupied one.

## Values computed for the example and the checks

```
RANDOM MODEL, 2 core + 3 valence electrons, model energy units
Tr(gamma_C gamma_V), overlapping groups: 0.711860
Nc Nv times squared norm of S: 0.711860
E_C: -2.633048
E_V: -4.315533
J: 0.035469
K: -3.403479
sum of terms with k=0: -6.913112
sum of terms with k=1: 3.403479
size of sum with k=2: 1.1e-15
energy of explicit 5-electron function: -3.509633
BERYLLIUM ATOM
s exponents (bohr^-2): 0.06 0.21 0.735 2.572 9.004 31.51 110.3 386
p exponents (bohr^-2): 0.1 0.4 6
spatial orbitals total, core, valence: 17 9 8
dividing orbital energy: 2.0 hartree
highest valence virtual: 0.6226 hartree
lowest core virtual: 2.2219 hartree
Hartree-Fock energy: -14.565777 hartree
Be2+ core pair energy: -13.634020 hartree
valence energy in frozen Be2+ core: -1.004598 hartree
total energy, frozen core: -14.638618 hartree
optimization cycles: 2
E_C, optimized: -13.633996 hartree
E_V, bare nucleus: -2.904438 hartree
J: 1.949323 hartree
K: 0.049530 hartree
E_C + E_V + J - K: -14.638641 hartree
energy of explicit 4-electron function: -14.638641 hartree
valence energy in optimized core: -1.004645 hartree
same, in eV: -27.338 eV
valence energy in Hartree-Fock 1s core: -1.004615 hartree
frozen minus optimized total: 23.52 microhartree
full CI energy: -14.646295 hartree
Hartree-Fock minus group energy: 72.864 millihartree
group minus full CI energy: 7.654 millihartree
SAME gamma_C, DIFFERENT CORE PAIR DENSITY
leading core amplitude, magnitude: 0.999430
second core amplitude, magnitude: 0.022000
E_C after sign reversal: -13.516654 hartree
interaction, original core: 1.89979285 hartree
interaction, sign-reversed core: 1.89979285 hartree
STRONG ORTHOGONALITY BROKEN
rotation angle: 0.5 rad
Tr(gamma_C gamma_V): 0.000202
E - E_C - E_V, original core: 2.455146 hartree
E - E_C - E_V, sign-reversed core: 2.443914 hartree
```
